# Elastic Constants and Stability of Crystals under Pressure, part 2

Under pressure, the second derivative of a crystal's energy with respect to strain differs from the slope of its stress. Take a static crystal at zero temperature, with energy \(E\), reference cell volume \(V\) and Cauchy stress \(\sigma^0_{ij}\), tension positive; pressure means \(\sigma^0_{ij}=-P\delta_{ij}\). A homogeneous deformation is \(F=1+u\), with \(J=\det F\), \(U=(F^TF)^{1/2}\) and \(\eta=\tfrac12(F^TF-1)\). Then \(t^0=\sigma^0\) and
\[ E=E_0+V t^0_{ij}\eta_{ij}+\tfrac12 V C_{ijkl}\eta_{ij}\eta_{kl}+\dots,\qquad t_{ij}=\frac1V\frac{\partial E}{\partial\eta_{ij}}=t^0_{ij}+C_{ijkl}\eta_{kl}+\dots \]

For symmetric \(u=\varepsilon\), the stress-strain coefficients \(B_{ijkl}=\partial\sigma_{ij}/\partial\varepsilon_{kl}\) under pressure are
\[ B=C+P(\delta\delta-2I), \]
with \(I_{ijkl}=\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\) and \(\delta\delta\) standing for \(\delta_{ij}\delta_{kl}\). In Voigt indices with engineering shears (\(e_4=2\varepsilon_{23}\)), \(B_{11}=C_{11}-P\), \(B_{12}=C_{12}+P\), \(B_{44}=C_{44}-P\), likewise for the other entries of each type. For general \(\sigma^0\), \(B_{ijkl}-B_{klij}=\delta_{ij}\sigma^0_{kl}-\sigma^0_{ij}\delta_{kl}\).

In the strain measure \(\mathsf E^{(m)}=(U^{2m}-1)/2m\) (\(m=1\): \(\eta\); \(m=\tfrac12\): \(U-1\); \(m\to0\): \(\ln U\)), the energy Hessian per volume is
\[ C^{(m)}=C-2(1-m)P\,I,\qquad B=C^{(m)}+P(\delta\delta-2mI). \]

With a fluid reservoir at fixed \(P\), the enthalpy is \(\mathcal H=E+PVJ\). The Hessian of \(\mathcal H/V\) is \(B\) in every measure, so positive definite \(B\) means a local minimum with respect to homogeneous strain. The bulk modulus is \(K=-V\,dP/dV\).

If \(E(c,e)\) is stationary in variational parameters \(c\), then, with subscripts \(a,b\) denoting derivatives with respect to \(e_a,e_b\) at zero strain,
\[ E_{ab}=\partial_a\partial_bE-\partial_a\partial_cE\,(\partial_c\partial_cE)^{-1}\,\partial_c\partial_bE . \]

The closing output also covers two earlier checks: a free electron gas, and a plane-wave (PW) model of two independent electrons per simple cubic cell with Gaussian wells. There "frozen" is the term from the Hamiltonian's second strain derivative, and "response" the term from the first-order change of the orbitals.

**Q.** With several atoms per cell, strain also moves the sublattices. Do the pressure terms change?

**A.** No. The relative displacements \(w\) play the role of \(c\). At vanishing forces, with \(\Phi=\partial_w\partial_wE\) and \(\Lambda=\partial_w\partial_eE\), the formula above reads \(C_{\rm rel}=C_{\rm cl}-\Lambda^T\Phi^{-1}\Lambda/V\), where "cl" means clamped ions. Defining \(w\) before or after applying \(F\) changes the bond vectors by \(uw\), and this changes \(\Lambda\) only by a term proportional to the force, which is zero. The relaxed energy is still a function of \(\eta\) whose slope is \(V\sigma^0\), so every step holds for it, and the criteria use \(C_{\rm rel}\). They also presuppose a positive definite \(\Phi\), which is a separate condition on the zone-centre optical modes; given that, relaxation can only lower the quadratic form.

Take an hcp crystal with the Morse potential \(\phi=D(z^2-2z)\), \(z=e^{-\alpha(r-r_0)}\), \(D=0.3\) eV, \(\alpha=1.5\) Å⁻¹, \(r_0=3\) Å and 38 neighbours. At 5 GPa it has \(a=2.8136\) Å and \(c=4.6578\) Å. Relaxation shifts \(C_{11}\) from 237.59 to 219.35 GPa, \(C_{12}\) from 79.20 to 97.44 GPa and \(C_{66}\) from 79.20 to 60.96 GPa, each by 18.24 GPa, which is 23% of the clamped \(C_{66}\). The other entries stay fixed, and symmetry explains this. The component \(w_z\) is odd under the basal mirror and invariant under the threefold axis, and no strain shares both properties. The pair \((w_x,w_y)\) is even under the mirror and rotates as a doublet, which matches only \((e_1-e_2,e_6)\). Differencing the relaxed stress gives \(B_{11},B_{12},B_{66}=214.35,\ 102.44,\ 55.96\) GPa, that is \(C_{11}-P\), \(C_{12}+P\) and \(C_{66}-P\) with the relaxed constants, as derived.

**Q.** Then state the criteria explicitly.

**A.** The quadratic form is \(\tfrac12e_aB_{ab}e_b\), so the Voigt matrix must be positive definite. For cubic symmetry the normal-strain block has the eigenvector \((1,1,1)\) with eigenvalue \(B_{11}+2B_{12}\) and two orthogonal vectors with \(B_{11}-B_{12}\), and the three shears have \(B_{44}\):
\[ C_{11}+2C_{12}+P>0,\qquad C_{11}-C_{12}-2P>0,\qquad C_{44}-P>0 . \]
The first quantity is \(3K\): for \(\varepsilon=\lambda\,1\), \(dV/V=3\lambda\) and \(-dP=d\sigma_{11}=(B_{11}+2B_{12})\lambda\). Positive pressure relaxes the bulk condition on \(C\) and tightens both shear conditions; tension does the reverse.

For hexagonal symmetry \(C_{66}=\tfrac12(C_{11}-C_{12})\), and \(B_{66}=C_{66}-P=\tfrac12(B_{11}-B_{12})\) obeys the same rule. The vector \((1,-1,0)\) has eigenvalue \(B_{11}-B_{12}\). On \((1,1,0)/\sqrt2\) and \((0,0,1)\) the block has diagonal entries \(B_{11}+B_{12}=C_{11}+C_{12}\) and \(B_{33}\), and off-diagonal entry \(\sqrt2B_{13}\). A symmetric \(2\times2\) block is positive definite when one diagonal entry and the determinant are positive:
\[ C_{44}-P>0,\qquad C_{11}-C_{12}-2P>0,\qquad C_{11}+C_{12}>0, \]
\[ (C_{33}-P)(C_{11}+C_{12})>2(C_{13}+P)^2 . \]
For the hcp example the last margin is \(257.51\times316.79-2\times57.57^2\approx7.49\times10^4\) GPa², and the others are visibly positive. For orthorhombic symmetry, Sylvester's criterion requires the three leading principal minors of the block with diagonal entries \(C_{ii}-P\) and off-diagonal entries \(C_{ij}+P\) to be positive, together with \(C_{44},C_{55},C_{66}>P\). On 3000 random sets of constants per symmetry these lists agreed in every case with the sign of the lowest eigenvalue of \(B\); 1728, 1321 and 1145 sets were stable.

**Q.** A sound wave knows nothing of your reservoir. Which tensor sets its speed?

**A.** In reference coordinates with density \(\rho\), the equation of motion is \(\rho\ddot u_i=\partial_jT_{ij}\) for the displacement \(u_i\), with \(u_{ij}=\partial_ju_i\) and \(T_{ij}=V^{-1}\partial E/\partial F_{ij}\). Since \(d\eta\) is the symmetric part of \(F^TdF\) and \(t\) is symmetric, \(dE=Vt_{kj}F_{ik}dF_{ij}\), so \(T_{ij}=F_{ik}t_{kj}=\sigma^0_{ij}+u_{il}\sigma^0_{lj}+C_{ijkl}u_{kl}\). A long plane wave with polarization \(p\) obeys
\[ \rho\omega^2p_i=\left(C_{ijkl}+\delta_{ik}\sigma^0_{jl}\right)q_jq_l\,p_k . \]
For pressure the extra term is \(-P\delta_{ik}q^2\). The pressure term of \(B\), contracted the same way, is \(P(q_iq_k-\delta_{ik}q^2-q_kq_i)\), which is identical. So \(\rho\omega^2p_i=B_{ijkl}q_jq_lp_k\), and a transverse wave along \([100]\) in a cubic crystal has \(\rho v^2=B_{2121}=B_{44}\).

Real speeds are a weaker demand than positive \(B\). Contracting with \(p_i\) evaluates the form only on the symmetric part of \(p_iq_j\), a matrix of rank at most two. At \(K=0\) with positive shear coefficients, the only null strain of a cubic \(B\) is the unit matrix, of rank three, so all speeds remain real there and, by continuity, slightly beyond. The terms that cancel for a wave are those of the reservoir: the second-order part of \(J=\det(1+u)\) is \(\tfrac12(\operatorname{tr}u)^2-\tfrac12\operatorname{tr}u^2\), whose Hessian is \(\delta_{ij}\delta_{kl}-\delta_{il}\delta_{jk}\), and for \(u_{ij}=p_iq_j\) both pieces equal \(\tfrac12(p\cdot q)^2\), so the work \(PVJ\) drops out.

**Q.** Show me a crystal where using \(C\) gives the wrong verdict.

**A.** For a pair crystal with one atom per cell, \(E=\tfrac12\sum\phi(r)\) per atom, and \(r^2=R\cdot(1+2\eta)R\) is exactly linear in \(\eta\), with \(\partial r^2/\partial\eta_{ij}=2R_iR_j\). Since \(d/d(r^2)=(2r)^{-1}d/dr\), the second derivative of \(\phi\) with respect to \(r^2\) is \(\tfrac14\gamma\) with \(\gamma=\phi''/r^2-\phi'/r^3\). Thus \(C_{ijkl}=(2V)^{-1}\sum\gamma R_iR_jR_kR_l\) is fully symmetric, so \(C_{1122}=C_{1212}\). For cubic symmetry this means \(C_{12}=C_{44}\) at any pressure, and \(B_{12}-B_{44}=2P\).

Take a simple cubic lattice of atoms of mass 50 u with two Morse shells: \(D=0.5\) eV, \(\alpha=1.5\) Å⁻¹, \(r_0=3\) Å for the six nearest neighbours, and \(D=0.02\) eV, \(\alpha=1\) Å⁻¹, \(r_0=3\sqrt2\) Å for the next twelve. At \(a=3\) Å all bonds are at rest and \(P=0\). First-shell bonds have \(x^2y^2=0\) and give nothing to \(C_{44}\). Four second-shell bonds have \(x^2y^2=a^4\), so \(C_{44}=2a\gamma_2\), and with \(\gamma_2=2D\alpha^2/2a^2\) this is \(0.04/3\) eV/ų \(\times160.2177=2.136\) GPa. The stiff shell thus builds up pressure under compression without adding to \(C_{44}\).

At \(a=2.97\) Å, \(P=0.008767\) eV/ų \(=1.4047\) GPa. The entries 11, 12, 44 in GPa are:

- \(C\): 144.903, 2.470, 2.470
- \(C^{(1/2)}\): 143.498, 2.470, 1.767
- \(C^{(0)}\): 142.093, 2.470, 1.065
- \(B\): 143.498, 3.874, 1.065

The first three rows are energy differences and the last is a difference of the virial stress. They obey \(144.903-1.405=143.498\), \(2.470-0.702\approx1.767\) and \(2.470-1.405=1.065\), and \(B_{12}-B_{44}=2.809\) GPa \(=2P\). The bulk modulus from \(E(V)\) is 50.416 GPa, which exceeds \((C_{11}+2C_{12})/3=49.947\) GPa by \(P/3=0.468\) GPa within rounding. With \(\rho=3169.2\) kg/m³, \(\sqrt{1.065\times10^9/3169.2}=580\) m/s, matching the 579.7 m/s from the dynamical matrix. The value 882.8 m/s from \(C_{44}\) is 52% above the phonon speed.

On further compression \(C_{44}=P\) is reached at \(a=2.944831\) Å, where \(P=2.7805\) GPa and the volume is 0.9458 of its zero-pressure value. The shear curvature of the enthalpy and the transverse phonon frequency vanish at the same \(a\) to within \(10^{-6}\) Å. Every bond has an \(x\) component \(0\) or \(\pm a\), so the dynamical matrix along \([100]\) is \(1-\cos qa\) times a fixed matrix, and the whole branch softens together. At this point \(C_{44}=2.781\) GPa and \(C^{(1/2)}_{44}=1.390\) GPa still look safe. At \(a=2.9648\) Å, \(B_{44}=2.531-1.672=0.859\) GPa, and a shear \(e_4=0.01\) should cost \(\tfrac12B_{44}e_4^2a^3=\tfrac12(0.859/160.2177)(10^{-4})(26.06)\) eV \(\approx7.0\) μeV; the direct enthalpy difference is 6.998 μeV. At \(a=2.9248\) Å, \(B_{44}=3.050-4.018<0\) and the same shear lowers the enthalpy by 7.549 μeV, although \(C\) is positive definite.

Under tension \(K\) vanishes at \(a=3.361106\) Å and \(P=-5.561\) GPa, from the formula and from \(E''(V)=0\) alike. There \(C_{11}+2C_{12}=5.561\) GPa is positive, and it reaches zero only at 3.4066 Å. Just beyond the point \(K=0\), at 3.3661 Å, \(K=-0.225\) GPa while the smallest \(\rho v^2\) found among 300 random directions is 5.682 GPa; the true minimum can lie lower than this sampled value.

**Q.** If my \(B\) is positive definite, may I call the crystal stable?

**A.** Only against small homogeneous strain at constant pressure. Phonons of finite wavevector can soften first, and for the models above the rest of the zone was not examined. A positive \(B\) also says nothing about another structure of lower enthalpy. At finite temperature the same algebra applies to the Helmholtz free energy at fixed temperature, which governs stability in a heat bath, and to the internal energy at fixed entropy, which governs adiabatic sound, because it used only rotation invariance and the expansion in \(\eta\). In a piezoelectric insulator the strain also couples to the electric field, and \(C\) must be taken under the electrical boundary condition of the experiment. The program that produced the numbers, and its output, follow below.

## Values computed for the example and the checks

```
triclinic: s_xx, s_yy = -6.310 3.164 GPa; B12-B21 = 9.473 GPa
sc shell 1: D=0.5 eV, alpha=1.5 1/A, r0=3.0 A; mass 50.0 u
sc shell 2: D=0.02 eV, alpha=1.0 1/A, r0=4.2426 A; 1 eV/A^3 = 160.2177 GPa
a=3 A: P = 0.000 GPa; C11 C12 C44 = 124.436 2.136 2.136 GPa
a=2.97 A: V = 26.1981 A^3, P = 0.008767 eV/A^3 = 1.4047 GPa
  energy Hessian m=1: 11 12 44 = 144.903 2.470 2.470 GPa
  energy Hessian m=0.5: 11 12 44 = 143.498 2.470 1.767 GPa
  energy Hessian m=0: 11 12 44 = 142.093 2.470 1.065 GPa
  stress-strain B: 11 12 44 = 143.498 3.874 1.065 GPa
  B12-B44 = 2.8094 GPa, 2P = 2.8094 GPa
  V E''(V) = 50.416 GPa; (C11+2C12)/3 = 49.947 GPa
  density = 3169.2 kg/m^3; TA[100] speed from phonons = 579.7 m/s
  sqrt(B44/rho) = 579.7 m/s; sqrt(C44/rho) = 882.8 m/s
shear limit a (formula, enthalpy, phonon) = 2.944831 2.944831 2.944831 A
  Pc = 2.7805 GPa, V/V0 = 0.9458, C11 C12 C44 = 164.078 2.781 2.781 GPa
  m=1/2 Hessian 44 at Pc = 1.3903 GPa
  a=2.9648 A: P=1.672, C44=2.531 GPa, dH(shear 0.01)=6.998 ueV
  a=2.9248 A: P=4.018, C44=3.050 GPa, dH(shear 0.01)=-7.549 ueV
spinodal a (formula, E''(V)=0) = 3.361106 3.361106 A, P = -5.561 GPa
  C11+2C12 there = 5.561 GPa; C11+2C12 = 0 only at a = 3.40660 A
  a=3.3661 A: K = -0.225 GPa, min rho v^2 (300 dirs) = 5.682 GPa
hcp Morse D=0.3 eV, alpha=1.5 1/A, r0=3.0 A, 38 neighbours, P=5.0 GPa
  a = 2.8136 A, c = 4.6578 A; order 11 12 13 33 44 66 (GPa)
  C clamped 237.59 79.20 52.57 262.51 52.57 79.20
  C relaxed 219.35 97.44 52.57 262.51 52.57 60.96
  B relaxed 214.35 102.44 57.57 257.51 47.57 55.96
  (C33-P)(C11+C12)-2(C13+P)^2 = 74945 GPa^2
random sets stable of 3000 (cubic, hex, ortho): 1728 1321 1145
electron gas rs=4.0 bohr: P = 5.0527 GPa; C11 C12 C44 = 13.474 3.368 5.053 GPa
PW model: a=8.0 bohr, depth=1.0 Ha, width=2.0 bohr, Ecut=2.0 Ha, 69 PW per k
  gap over G,X,M,R = 0.2060 Ha; E = -0.281925 Ha; 1 Ha/bohr^3 = 29421.0 GPa
  P = 7.502128e-04 Ha/bohr^3 = 22.0720 GPa
  m=1: frozen 11 12 44 = 99.656 19.897 54.780; total = 18.505 28.956 28.166 GPa
  m=0.5: frozen 11 12 44 = 77.584 19.897 43.744; total = -3.567 28.956 17.130 GPa
  m=0: frozen 11 12 44 = 55.512 19.897 32.708; total = -25.639 28.956 6.094 GPa
  response term (any m) 11 12 44 = -81.151 9.059 -26.614 GPa
  B from stress differences 11 12 44 = -3.567 51.028 6.094 GPa
  3K, B11-B12, B44 = 98.488 -54.595 6.094 GPa
```
